# Two-photon scattering matrix of a two-level emitter in a waveguide: verification in Python

```python
"""Two-photon scattering by a two-level emitter in a waveguide.

Result under test, for the bright chiral mode (hbar = v = 1):
  S = t_k1 t_k2 [two delta-function products]
      + (i/pi)(E + i Gamma) s_k1 s_k2 s_p1 s_p2 delta(p1 + p2 - E)
  s_k = sqrt(Gamma)/(k + i Gamma/2),  t_k = (k - i Gamma/2)/(k + i Gamma/2)
k, p: incoming and outgoing frequencies relative to the emitter; E = k1 + k2.
Gamma: total population decay rate (unit of frequency in the tests).
beta: fraction of the decay that enters the guide, half in each direction.
Consequences tested: antibunched reflection, and resonant transmission with
g2(0) = (1 - P^2)^2, P = beta/(1 - beta), for weak coherent light.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

GAMMA = 1.0
CARRIER = 0.3      # packet centre frequency, units of Gamma
WIDTH = 1.0        # packet duration parameter, units of 1/Gamma


def s_amp(k):
    return np.sqrt(GAMMA) / (k + 0.5j * GAMMA)


def t_amp(k):
    return (k - 0.5j * GAMMA) / (k + 0.5j * GAMMA)


def connected(p1, p2, k1, k2):
    return (1j / np.pi * (k1 + k2 + 1j * GAMMA)
            * s_amp(k1) * s_amp(k2) * s_amp(p1) * s_amp(p2))


def packet_time(time):
    return ((2 * np.pi * WIDTH**2) ** -0.25
            * np.exp(-time**2 / (4 * WIDTH**2) - 1j * CARRIER * time))


def packet_freq(k):
    return ((2 * WIDTH**2 / np.pi) ** 0.25
            * np.exp(-WIDTH**2 * (k - CARRIER) ** 2))


def s_matrix_output(total, half_difference):
    """Linear and connected output amplitudes; total is a column array."""
    p1, p2 = total / 2 + half_difference, total / 2 - half_difference
    linear = t_amp(p1) * t_amp(p2) * packet_freq(p1) * packet_freq(p2)
    k = np.linspace(-7, 7, 2801)
    other = total - k
    overlap = np.sum(packet_freq(k) * packet_freq(other)
                     * s_amp(k) * s_amp(other), axis=1,
                     keepdims=True) * (k[1] - k[0])
    bound = (0.5j / np.pi * (total + 1j * GAMMA)
             * s_amp(p1) * s_amp(p2) * overlap)
    return linear, bound


def time_bin_output(step, harmonic, p1, p2):
    """Let the emitter meet successive time bins holding two photons."""
    count = int(round(32 / step))
    times = -7 + step * (np.arange(count) + 0.5)
    single = packet_time(times) * np.sqrt(step)
    pair = np.outer(single, single).astype(complex)
    theta = np.sqrt(GAMMA * step)
    cosine, sine = np.cos(theta), np.sin(theta)
    root2 = np.sqrt(2)
    upper = root2 if harmonic else 0.0
    # local states: two photons in the bin; one photon and one quantum in
    # the emitter; two quanta in the emitter (harmonic emitter only)
    coupling = np.array([[0, root2, 0], [root2, 0, upper], [0, upper, 0]])
    local_step = expm(-1j * theta * coupling)
    excited = np.zeros(count, dtype=complex)
    double = 0j
    for n in range(count):
        row = root2 * pair[n]
        local = local_step @ np.array([pair[n, n], excited[n], double])
        new_row = (cosine * row - 1j * sine * excited) / root2
        excited = cosine * excited - 1j * sine * row
        new_row[n], excited[n], double = local
        pair[n, :] = new_row
        pair[:, n] = new_row
    wave1 = np.exp(1j * np.outer(p1.ravel(), times))
    wave2 = np.exp(1j * np.outer(p2.ravel(), times))
    result = np.sum((wave1 @ pair) * wave2, axis=1) * step / (2 * np.pi)
    return result.reshape(p1.shape)


def extrapolated_output(harmonic, p1, p2):
    coarse = time_bin_output(0.04, harmonic, p1, p2)
    fine = time_bin_output(0.02, harmonic, p1, p2)
    return 2 * fine - coarse   # removes the error linear in the bin length


def driven_emitter(beta, detuning, flux, delays):
    """Master equation and regression theorem for coherent input.

    Returns (flux, G2 at the delays) for transmission and reflection,
    in units of the incoming flux and of its square.
    """
    lower = np.array([[0, 1], [0, 0]], dtype=complex)
    raise_op = lower.conj().T
    number = raise_op @ lower
    one = np.eye(2)
    rate = beta * GAMMA / 2
    field = np.sqrt(flux)
    ham = -detuning * number + np.sqrt(rate) * field * (lower + raise_op)
    liouville = (-1j * (np.kron(ham, one) - np.kron(one, ham.T))
                 + GAMMA * (np.kron(lower, lower.conj())
                            - 0.5 * np.kron(number, one)
                            - 0.5 * np.kron(one, number.T)))
    system = liouville.copy()
    system[0] = one.ravel()
    rho = np.linalg.solve(system, np.array([1, 0, 0, 0])).reshape(2, 2)
    scattered = -1j * np.sqrt(rate) * lower / field
    results = []
    for out in (one + scattered, scattered):
        after = out @ rho @ out.conj().T
        intensity = np.trace(after).real
        counts = out.conj().T @ out
        g2_raw = [np.trace(counts @ (expm(liouville * delay)
                                     @ after.ravel()).reshape(2, 2)).real
                  for delay in delays]
        results.append((intensity, np.array(g2_raw)))
    return results


def channel_amplitudes(beta, detuning):
    r = -1j * beta * GAMMA / (2 * detuning + 1j * GAMMA)
    return 1 + r, r


def pair_correlations(beta, detuning, delays):
    t, r = channel_amplitudes(beta, detuning)
    decay = np.exp((1j * detuning - GAMMA / 2) * np.asarray(delays))
    trans = np.abs(t**2 - r**2 * decay) ** 2 / abs(t) ** 4
    return trans, np.abs(1 - decay) ** 2


def saturated_g2(beta, flux):
    s = 4 * beta * flux / GAMMA
    return (1 + s) * (s + (1 - 2 * beta)**2) / (s + (1 - beta)**2) ** 2


# Scattering matrix against explicit time-bin propagation
total = np.array([-1.0, -0.2, 0.6, 1.4, 2.0])[:, None]
half_diff = np.array([0.0, 0.3, 0.7, 1.2, 2.0])[None, :]
p1, p2 = total / 2 + half_diff, total / 2 - half_diff
linear, bound = s_matrix_output(total, half_diff)
two_level = extrapolated_output(False, p1, p2)
oscillator = extrapolated_output(True, p1, p2)
error_full = np.max(np.abs(two_level - linear - bound))
error_linear = np.max(np.abs(two_level - linear))
error_oscillator = np.max(np.abs(oscillator - linear))
assert error_full < 2e-3        # remaining error is quadratic in bin length
assert error_linear > 0.1       # the bound term is needed
assert error_oscillator < 2e-3  # a harmonic emitter has no bound term

# Norm of the outgoing packet
e_grid = np.linspace(-5, 6, 111)[:, None]
q_grid = np.linspace(-60, 60, 6001)[None, :]
lin_grid, bound_grid = s_matrix_output(e_grid, q_grid)
cell = (e_grid[1, 0] - e_grid[0, 0]) * (q_grid[0, 1] - q_grid[0, 0])
norm_full = np.sum(np.abs(lin_grid + bound_grid) ** 2) * cell
norm_linear = np.sum(np.abs(lin_grid) ** 2) * cell
norm_bound = np.sum(np.abs(bound_grid) ** 2) * cell
assert abs(norm_full - 1) < 1e-4
assert norm_bound > 0.1

# Fourier transform of the real-space bound term
k1, k2, q1 = 0.4, -0.1, 0.9
energy = k1 + k2
q2 = energy - q1


def bound_integrand(x):
    return (4 * np.cos((q1 - q2) * x / 2) * 2 * GAMMA * s_amp(k1) * s_amp(k2)
            * np.exp((1j * energy - GAMMA) * x / 2))


integral = (quad(lambda x: bound_integrand(x).real, 0, 80, limit=300)[0]
            + 1j * quad(lambda x: bound_integrand(x).imag, 0, 80,
                        limit=300)[0])
transformed = integral * 2 * np.pi / (8 * np.pi**2)
kernel = connected(q1, q2, k1, k2)
assert abs(transformed - kernel) < 1e-7

# Photon correlations against the weakly driven master equation
weak_flux = 1e-7
for beta_test, detuning in ((0.8, 0.0), (0.7, 0.4), (0.5, 0.0)):
    delays_test = [0.0, 0.7, 2.0, 4.0, 4 * np.log(4), 8.0]
    trans, refl = driven_emitter(beta_test, detuning, weak_flux, delays_test)
    want_t, want_r = pair_correlations(beta_test, detuning, delays_test)
    t, r = channel_amplitudes(beta_test, detuning)
    assert abs(trans[0] - abs(t) ** 2) < 1e-5
    assert abs(refl[0] - abs(r) ** 2) < 1e-5
    assert np.allclose(trans[1] / trans[0]**2, want_t, rtol=5e-4, atol=2e-3)
    assert np.allclose(refl[1] / refl[0]**2, want_r, rtol=5e-4, atol=2e-3)


def zero_delay_excess(beta):
    intensity, coincidences = driven_emitter(beta, 0.0, weak_flux, [0.0])[0]
    return coincidences[0] / intensity**2 - 1


threshold = brentq(zero_delay_excess, 0.55, 0.65)
assert abs(threshold - (2 - np.sqrt(2))) < 1e-4

# Without loss, transmitted pairs come only from the bound term
lossless_delays = np.array([0.0, 1.0, 3.0])
lossless = driven_emitter(1.0, 0.0, 1e-6, lossless_delays)[0]
assert np.allclose(lossless[1], np.exp(-GAMMA * lossless_delays), atol=1e-4)

# Finite drive
for beta_test, flux in ((0.8, 0.05), (0.8, 0.001), (1.0, 0.01), (0.5, 0.1)):
    intensity, coincidences = driven_emitter(beta_test, 0.0, flux, [0.0])[0]
    measured = coincidences[0] / intensity**2
    assert abs(measured / saturated_g2(beta_test, flux) - 1) < 1e-6

# Worked example
rate_ns = 2.0
beta = 0.8
ratio = beta / (1 - beta)
t, r = channel_amplitudes(beta, 0.0)
zero_delay = 4 * np.log(ratio) / GAMMA
print("TESTS OF THE SCATTERING MATRIX (Gamma = 1)")
print(f"packet carrier detuning: {CARRIER:.1f} Gamma")
print(f"packet duration parameter: {WIDTH:.1f} / Gamma")
print(f"largest error, full S: {error_full:.1e} / Gamma")
print(f"largest error, bound term left out: {error_linear:.3f} / Gamma")
print(f"largest error, harmonic emitter, linear S: "
      f"{error_oscillator:.1e} / Gamma")
print(f"output norm, full S: {norm_full:.5f}")
print(f"norm of linear part alone: {norm_linear:.5f}")
print(f"norm of bound part alone: {norm_bound:.5f}")
print(f"connected kernel at k=({k1},{k2}), p=({q1},{q2:.1f}): "
      f"{kernel.real:.5f} {kernel.imag:+.5f}i / Gamma")
print(f"same kernel by quadrature: {transformed.real:.5f} "
      f"{transformed.imag:+.5f}i / Gamma")
print("WORKED EXAMPLE, RESONANCE")
print(f"Gamma: {rate_ns:.1f} ns^-1")
print(f"beta: {beta:.2f};  P = beta/(1-beta): {ratio:.2f}")
print(f"single-photon amplitudes t, r: {t.real:.2f}, {r.real:.2f}")
print(f"transmission probability: {abs(t)**2:.3f}")
print(f"reflection probability: {abs(r)**2:.3f}")
print(f"loss probability: {1 - abs(t)**2 - abs(r)**2:.3f}")
print(f"pair amplitude TT at zero delay: {(t**2 - r**2).real:.3f}")
print("delay (1/Gamma), delay (ns), g2 transmitted, g2 reflected:")
table_delays = [0.0, 1.0, 2.0, 4.0, zero_delay, 8.0, 16.0]
table_t, table_r = pair_correlations(beta, 0.0, table_delays)
for delay, value_t, value_r in zip(table_delays, table_t, table_r):
    print(f"  {delay:6.3f}  {delay / rate_ns:6.3f}  "
          f"{value_t:9.4f}  {value_r:7.4f}")
print(f"transmitted coincidences vanish at: {zero_delay / rate_ns:.3f} ns")
print(f"bunching threshold in beta, master equation: {threshold:.5f}")
print(f"bunching threshold in beta, 2 - sqrt(2): {2 - np.sqrt(2):.5f}")
print("FINITE FLUX, MASTER EQUATION")
print("beta, flux/Gamma, flux (photons/ns), saturation s, g2_T(0):")
for beta_value, flux in ((0.8, 1e-4), (0.8, 1e-3), (0.8, 1e-2),
                         (1.0, 1e-3), (1.0, 1e-2)):
    intensity, coincidences = driven_emitter(beta_value, 0.0, flux, [0.0])[0]
    print(f"  {beta_value:.1f}  {flux:.4f}  {flux * rate_ns:.4f}  "
          f"{4 * beta_value * flux:.5f}  {coincidences[0]/intensity**2:.2f}")
print("LOSSLESS EMITTER, beta = 1, WEAK DRIVE")
print("delay (1/Gamma), transmitted pair density / (input flux)^2:")
for delay, density in zip(lossless_delays, lossless[1]):
    print(f"  {delay:.1f}  {density:.4f}")
print("done: every assertion held")
```

It prints:

```
TESTS OF THE SCATTERING MATRIX (Gamma = 1)
packet carrier detuning: 0.3 Gamma
packet duration parameter: 1.0 / Gamma
largest error, full S: 2.4e-05 / Gamma
largest error, bound term left out: 1.185 / Gamma
largest error, harmonic emitter, linear S: 3.5e-05 / Gamma
output norm, full S: 1.00000
norm of linear part alone: 1.00000
norm of bound part alone: 2.37613
connected kernel at k=(0.4,-0.1), p=(0.9,-0.6): -1.17852 -0.46190i / Gamma
same kernel by quadrature: -1.17852 -0.46190i / Gamma
WORKED EXAMPLE, RESONANCE
Gamma: 2.0 ns^-1
beta: 0.80;  P = beta/(1-beta): 4.00
single-photon amplitudes t, r: 0.20, -0.80
transmission probability: 0.040
reflection probability: 0.640
loss probability: 0.320
pair amplitude TT at zero delay: -0.600
delay (1/Gamma), delay (ns), g2 transmitted, g2 reflected:
   0.000   0.000   225.0000   0.0000
   1.000   0.500    75.7682   0.1548
   2.000   1.000    23.8737   0.3996
   4.000   2.000     1.3581   0.7476
   5.545   2.773     0.0000   0.8789
   8.000   4.000     0.4998   0.9637
  16.000   8.000     0.9893   0.9993
transmitted coincidences vanish at: 2.773 ns
bunching threshold in beta, master equation: 0.58579
bunching threshold in beta, 2 - sqrt(2): 0.58579
FINITE FLUX, MASTER EQUATION
beta, flux/Gamma, flux (photons/ns), saturation s, g2_T(0):
  0.8  0.0001  0.0002  0.00032  221.71
  0.8  0.0010  0.0020  0.00320  195.24
  0.8  0.0100  0.0200  0.03200  78.04
  1.0  0.0010  0.0020  0.00400  63001.00
  1.0  0.0100  0.0200  0.04000  676.00
LOSSLESS EMITTER, beta = 1, WEAK DRIVE
delay (1/Gamma), transmitted pair density / (input flux)^2:
  0.0  1.0000
  1.0  0.3679
  3.0  0.0498
done: every assertion held
```
